# The Dimer Method: Curvature, Rotation Angle and Local Saddle Convergence: verification in Python

```python
# Dimer method for index-one saddles: result under test.
# V: potential, F = -grad V, H: Hessian, x: midpoint, n: unit dimer axis.
# Images x +/- delta*n give G = (F_minus - F_plus)/(2 delta), curvature C = n.G.
# In the plane (n, theta): C(phi) = a0/2 + a cos(2 phi) + b sin(2 phi), with
# minimum at phi = atan2(-b, -a)/2. Moving along F - 2 (F.n) n with n on the
# lowest mode converges locally to a saddle with exactly one negative eigenvalue.
# Energies in eV, lengths in angstrom (A).
import numpy as np
import sympy as sp

norm = np.linalg.norm
rng = np.random.default_rng(7)

# ---------- model potential and its symbolic derivatives ----------
D, s, k1, k2, c, d = 0.5, 0.1, 4.0, 8.0, 0.5, 0.5
X = sp.symbols("x y z")
xs, ys, zs = X
V_sym = (D*(xs**2 - 1)**2 + s*xs + k1*(ys - c*xs)**2/2
         + k2*(zs - d*xs*ys)**2/2)
V_fun = sp.lambdify(X, V_sym, "numpy")
g_fun = sp.lambdify(X, [sp.diff(V_sym, q) for q in X], "numpy")
H_fun = sp.lambdify(X, sp.hessian(V_sym, X).tolist(), "numpy")
force_calls = 0


def energy(x):
    return float(V_fun(*x))


def force(x):
    global force_calls
    force_calls += 1
    return -np.array(g_fun(*x), dtype=float)


def hessian(x):
    return np.array(H_fun(*x), dtype=float)


# ---------- the dimer algorithm ----------
def pair_product(x, n, delta):
    return (force(x - delta*n) - force(x + delta*n))/(2*delta)


def rotate(product, n, G, trial=np.pi/4):
    C = n @ G
    perp = G - C*n
    g = norm(perp)
    theta = -perp/g
    b = G @ theta
    n_trial = np.cos(trial)*n + np.sin(trial)*theta
    C_trial = n_trial @ product(n_trial)
    a = (C - C_trial + b*np.sin(2*trial))/(1 - np.cos(2*trial))
    phi = 0.5*np.arctan2(-b, -a)
    new = np.cos(phi)*n + np.sin(phi)*theta
    info = dict(C=C, g=g, theta=theta, a=a, b=b, C_trial=C_trial,
                phi=phi, C_pred=C - a - np.hypot(a, b))
    return new/norm(new), info


def align(product, n, tol=1e-8, limit=2000):
    log = []
    for _ in range(limit):
        G = product(n)
        C = n @ G
        g = norm(G - C*n)
        if g < tol:
            return n, G, log
        n, info = rotate(product, n, G)
        log.append(info)
    raise RuntimeError("rotation did not converge")


def dimer_search(x, n, delta, alpha, ftol=1e-9):
    history = []
    for _ in range(500):
        n, G, log = align(lambda u: pair_product(x, u, delta), n)
        F = force(x)
        history.append(dict(x=x.copy(), n=n.copy(), G=G, C=n @ G,
                            F=norm(F), rotations=len(log)))
        if norm(F) < ftol:
            return x, history
        x = x + alpha*(F - 2*(F @ n)*n)
    raise RuntimeError("translation did not converge")


x0 = np.array([-0.4, 0.1, 0.1])
n0 = np.ones(3)/np.sqrt(3)
delta, alpha = 0.01, 0.2

# ---------- curvature from forces: leading errors from line derivatives ----------
t = sp.symbols("t")
line = sp.expand(V_sym.subs({q: float(x0[i]) + t*float(n0[i])
                             for i, q in enumerate(X)}, simultaneous=True))
f2, f3, f4 = [float(sp.diff(line, t, k).subs(t, 0)) for k in (2, 3, 4)]
assert abs(f2 - n0 @ hessian(x0) @ n0) < 1e-10
for h in (0.2, 0.1, 0.01):
    central = n0 @ pair_product(x0, n0, h)
    one_sided = n0 @ (force(x0) - force(x0 + h*n0))/h
    assert abs(central - f2 - h**2*f4/6) < 1e-10
    assert abs(one_sided - f2 - h*f3/2 - h**2*f4/6) < 1e-10
    pair_energy = energy(x0 + h*n0) + energy(x0 - h*n0) - 2*energy(x0)
    assert abs(pair_energy - h**2*f2 - h**4*f4/12) < 1e-12
central_error = n0 @ pair_product(x0, n0, delta) - f2
one_sided_error = n0 @ (force(x0) - force(x0 + delta*n0))/delta - f2

# torque on a long dimer against differentiation of its energy
long_delta = 0.3
theta_test = np.array([1.0, -1.0, 0.0])/np.sqrt(2)


def rotated_energy(phi):
    u = np.cos(phi)*n0 + np.sin(phi)*theta_test
    return energy(x0 + long_delta*u) + energy(x0 - long_delta*u)


slope = (rotated_energy(1e-5) - rotated_energy(-1e-5))/2e-5
assert abs(slope - 2*long_delta**2*pair_product(x0, n0, long_delta)
           @ theta_test) < 1e-8

# ---------- Fourier angle against an explicit scan ----------
angles = np.linspace(-np.pi/2, np.pi/2, 2001)
signs_seen = set()
for _ in range(200):
    A = rng.normal(size=(6, 6))
    A = (A + A.T)/2
    n = rng.normal(size=6)
    n /= norm(n)
    new, r = rotate(lambda u: A @ u, n, A @ n, rng.uniform(0.2, 1.3))
    fan = np.outer(np.cos(angles), n) + np.outer(np.sin(angles), r["theta"])
    scan = np.einsum("ki,ij,kj->k", fan, A, fan)
    C_new = new @ A @ new
    assert C_new <= scan.min() + 1e-10 and scan.min() - C_new < 1e-4
    assert abs(C_new - r["C_pred"]) < 1e-10
    assert 0 < r["phi"] < np.pi/2
    bare = 0.5*np.arctan(r["b"]/r["a"])
    u = np.cos(bare)*n + np.sin(bare)*r["theta"]
    expected = scan.max() if r["a"] > 0 else scan.min()
    assert abs(u @ A @ u - expected) < 1e-4
    signs_seen.add(r["a"] > 0)
assert signs_seen == {True, False}

# ---------- repeated rotation reaches the lowest mode ----------
spectrum = np.array([-1.0, 0.5, 1.0, 2.0, 3.0, 5.0, 7.0, 8.0])
width = spectrum[-1] - spectrum[0]
n = np.array([1e-3, 0.01, 0.02, 0.01, 0.03, 0.02, 0.05, 1.0])
n /= norm(n)
quadratic_rotations = 0
while True:
    G = spectrum*n
    C = n @ G
    g = norm(G - C*n)
    if C < spectrum[1]:
        assert norm(n[1:]) <= g/(spectrum[1] - C) + 1e-10
    if g < 1e-9:
        break
    new, r = rotate(lambda u: spectrum*u, n, G)
    drop = C - new @ (spectrum*new)
    assert drop >= np.sqrt(width**2/4 + g**2) - width/2 - 1e-12
    factor = np.cos(r["phi"]) + np.sin(r["phi"])*(C - spectrum[0])/g
    assert abs(new[0] - factor*n[0]) < 1e-10
    if C - spectrum[0] >= g:
        assert abs(new[0]) > abs(n[0]) - 1e-14
    n = new
    quadratic_rotations += 1
    assert quadratic_rotations < 2000
assert abs(C - spectrum[0]) < 1e-10
blind = np.array([0.0, 1, 1, 1, 1, 1, 1, 1])/np.sqrt(7)
blind, G_blind, _ = align(lambda u: spectrum*u, blind)
assert blind[0] == 0 and abs(blind @ G_blind - spectrum[1]) < 1e-9

# ---------- independent stationary points from the cubic ----------
roots = np.sort(np.roots([4*D, 0, -4*D, s]).real)


def valley(q):
    return np.array([q, c*q, c*d*q*q])


x_min, x_sad = valley(roots[0]), valley(roots[1])
assert norm(force(x_min)) < 1e-12 and norm(force(x_sad)) < 1e-12
lam, modes = np.linalg.eigh(hessian(x_sad))
lam_min = np.linalg.eigvalsh(hessian(x_min))
assert lam[0] < 0 < lam[1] and lam_min[0] > 0


# ---------- stability of the inverted force, by numerical Jacobians ----------
def inverted(F, H):
    v = np.linalg.eigh(H)[1][:, 0]
    return F - 2*(F @ v)*v


def model_field(x):
    return inverted(force(x), hessian(x))


def top_field(q):
    # V = cos x + 2 cos y + 0.3 sin x sin y has a maximum at the origin
    x, y = q
    F = np.array([np.sin(x) - 0.3*np.cos(x)*np.sin(y),
                  2*np.sin(y) - 0.3*np.sin(x)*np.cos(y)])
    off = 0.3*np.cos(x)*np.cos(y)
    cross = 0.3*np.sin(x)*np.sin(y)
    H = np.array([[-np.cos(x) - cross, off], [off, -2*np.cos(y) - cross]])
    return inverted(F, H)


def field_rates(field, x):
    h = 1e-5
    J = np.array([(field(x + h*e) - field(x - h*e))/(2*h)
                  for e in np.eye(len(x))]).T
    return np.sort(np.linalg.eigvals(J).real)


lam_top = np.linalg.eigvalsh(np.array([[-1, 0.3], [0.3, -2]]))
rates_sad = field_rates(model_field, x_sad)
rates_min = field_rates(model_field, x_min)
rates_top = field_rates(top_field, np.zeros(2))
for rates, values in ((rates_sad, lam), (rates_min, lam_min),
                      (rates_top, lam_top)):
    assert np.allclose(rates, np.sort(np.r_[values[0], -values[1:]]), atol=1e-6)
assert rates_sad.max() < 0 < min(rates_min.max(), rates_top.max())

# ---------- step limit and tolerance to a misaligned axis ----------
m, M = np.abs(lam).min(), np.abs(lam).max()
rho = np.max(np.abs(1 - alpha*np.abs(lam)))
sin_limit = (1 - rho)/(2*alpha*M)
stiff = modes[:, np.argmax(np.abs(lam))]
growth = []
for scale in (0.96, 1.04):
    x = x_sad + 1e-6*stiff
    for _ in range(20):
        x = x + scale*2/M*model_field(x)
    growth.append(norm(x - x_sad)/1e-6)
assert growth[0] < 0.5 and growth[1] > 2
v1, H_sad = modes[:, 0], hessian(x_sad)
for _ in range(300):
    u = v1 + rng.uniform(0, 1)*rng.normal(size=3)
    u /= norm(u)
    sine = norm(u - (u @ v1)*v1)
    assert abs(norm(np.outer(u, u) - np.outer(v1, v1), 2) - sine) < 1e-10
    step_map = np.eye(3) - alpha*(np.eye(3) - 2*np.outer(u, u)) @ H_sad
    assert norm(step_map, 2) <= rho + 2*alpha*M*sine + 1e-10
for soft, hard in ((-1.0, 3.0), (-4.0, 0.5)):
    for degree in (5, 30, 44, 46, 60, 85):
        e = np.radians(degree)
        u = np.array([np.cos(e), np.sin(e)])
        flow = -(np.eye(2) - 2*np.outer(u, u)) @ np.diag([soft, hard])
        assert (np.linalg.eigvals(flow).real.max() < 0) == (degree < 45)

# ---------- worked search ----------
start_product = lambda u: pair_product(x0, u, delta)
F_plus, F_minus = force(x0 + delta*n0), force(x0 - delta*n0)
n_first, first = rotate(start_product, n0, start_product(n0))
C_measured = n_first @ start_product(n_first)
assert abs(C_measured - first["C_pred"]) < 1e-3
n_start, G_start, start_log = align(start_product, n0)
lam_start = np.linalg.eigvalsh(hessian(x0))
assert abs(n_start @ G_start - lam_start[0]) < 1e-3

force_calls = 0
x_found, history = dimer_search(x0, n0, delta, alpha)
calls_used = force_calls
assert norm(x_found - x_sad) < 1e-8
errors = [norm(r["x"] - x_sad) for r in history]
measured_rate = errors[-1]/errors[-2]
assert abs(measured_rate - rho) < 1e-3
for r in history:
    if r["C"] < lam[1]:
        residual = norm(r["G"] - r["C"]*r["n"])
        sine = norm(r["n"] - (r["n"] @ v1)*v1)
        mismatch = norm(H_sad @ r["n"] - r["G"])
        assert sine <= (residual + mismatch)/(lam[1] - r["C"]) + 1e-10
x_long, history_long = dimer_search(x0, n0, long_delta, alpha)
assert norm(x_long - x_sad) < 1e-8
n_long = history_long[-1]["n"]
long_angle = np.degrees(np.arcsin(norm(n_long - (n_long @ v1)*v1)))

x_down = x0.copy()
for _ in range(2000):
    x_down = x_down + 0.05*force(x_down)
assert norm(x_down - x_min) < 1e-8
barrier = energy(x_found) - energy(x_min)


# ---------- output ----------
def vec(v, digits=5):
    return "(" + ", ".join(f"{q:.{digits}f}" for q in v) + ")"


print(f"D = {D} eV, s = {s} eV/A, k1 = {k1}, k2 = {k2} eV/A^2")
print(f"c = {c} (no unit), d = {d} 1/A; well length 1 A")
print(f"delta = {delta} A, alpha = {alpha} A^2/eV")
print("start midpoint (A):", vec(x0, 2), " start axis:", vec(n0))
print("FIRST ROTATION")
print("force at plus image (eV/A):", vec(F_plus))
print("force at minus image (eV/A):", vec(F_minus))
print(f"dimer curvature C(0) = {first['C']:.5f} eV/A^2")
print(f"Hessian curvature n.H.n = {f2:.5f} eV/A^2")
print(f"central-pair error = {central_error:.3e} eV/A^2")
print(f"one-sided error = {one_sided_error:.3e} eV/A^2")
print("rotation direction theta:", vec(first["theta"]))
print(f"trial angle 45 degrees: C = {first['C_trial']:.5f} eV/A^2")
print(f"a = {first['a']:.5f}, b = {first['b']:.5f} eV/A^2")
print(f"optimal angle = {np.degrees(first['phi']):.3f} degrees")
print(f"predicted minimum C = {first['C_pred']:.5f} eV/A^2")
print(f"remeasured C = {C_measured:.5f} eV/A^2")
print("axis after first rotation:", vec(n_first))
print("ALIGNMENT AT START")
print(f"rotations to residual below 1e-8 eV/A^2: {len(start_log)}")
print("C before first rotations (eV/A^2):",
      vec([r["C"] for r in start_log[:5]]))
print(f"aligned C = {n_start @ G_start:.5f} eV/A^2")
print("aligned axis:", vec(n_start))
print("Hessian eigenvalues at start (eV/A^2):", vec(lam_start))
print("TRANSLATION: step, midpoint (A), |F| (eV/A), C (eV/A^2)")
for k in sorted({0, 1, 2, 3, 5, 10, 20, len(history) - 1}):
    if k < len(history):
        r = history[k]
        print(f"{k:3d} {vec(r['x'])} {r['F']:.3e} {r['C']:.5f}")
print(f"total force evaluations = {calls_used}")
print(f"total rotations = {sum(r['rotations'] for r in history)}")
print("RESULTS")
print("saddle from cubic (A):", vec(x_sad, 6))
print(f"distance of dimer result from it = {errors[-1]:.2e} A")
print("minimum reached by plain descent (A):", vec(x_down, 6))
print(f"barrier from this minimum = {barrier:.6f} eV")
print("saddle Hessian eigenvalues (eV/A^2):", vec(lam))
print("lowest mode at saddle:", vec(v1*np.sign(v1[0])))
print("inverted-force rates, saddle (eV/A^2):", vec(rates_sad))
print("inverted-force rates, minimum (eV/A^2):", vec(rates_min))
print("rates at index-two test point (model units):", vec(rates_top))
print(f"step limit 2/M = {2/M:.5f} A^2/eV")
print(f"error factor: predicted {rho:.5f}, measured {measured_rate:.5f}")
print(f"best fixed step = {2/(m+M):.5f} A^2/eV, factor {(M-m)/(M+m):.5f}")
print(f"sufficient axis error = {np.degrees(np.arcsin(sin_limit)):.3f} degrees")
print(f"20-step growth at 0.96 and 1.04 of limit: {vec(growth, 3)}")
print(f"long dimer delta = {long_delta} A, axis error = {long_angle:.4f} degrees")
print(f"long-dimer saddle distance = {norm(x_long-x_sad):.2e} A")
print(f"rotations in eight-dimensional test = {quadratic_rotations}")
print("done: every assertion held")
```

Output:

```
D = 0.5 eV, s = 0.1 eV/A, k1 = 4.0, k2 = 8.0 eV/A^2
c = 0.5 (no unit), d = 0.5 1/A; well length 1 A
delta = 0.01 A, alpha = 0.2 A^2/eV
start midpoint (A): (-0.40, 0.10, 0.10)  start axis: (0.57735, 0.57735, 0.57735)
FIRST ROTATION
force at plus image (eV/A): (-0.10657, -1.41122, -1.01298)
force at minus image (eV/A): (-0.14098, -1.37242, -0.90675)
dimer curvature C(0) = 3.19340 eV/A^2
Hessian curvature n.H.n = 3.19333 eV/A^2
central-pair error = 6.667e-05 eV/A^2
one-sided error = -3.111e-02 eV/A^2
rotation direction theta: (0.71658, -0.01935, -0.69724)
trial angle 45 degrees: C = -1.17986 eV/A^2
a = -0.60055, b = -4.97381 eV/A^2
optimal angle = 41.558 degrees
predicted minimum C = -1.21598 eV/A^2
remeasured C = -1.21597 eV/A^2
axis after first rotation: (0.90739, 0.41919, -0.03050)
ALIGNMENT AT START
rotations to residual below 1e-8 eV/A^2: 5
C before first rotations (eV/A^2): (3.19340, -1.21597, -1.21663, -1.21663, -1.21663)
aligned C = -1.21663 eV/A^2
aligned axis: (0.90322, 0.42774, -0.03506)
Hessian eigenvalues at start (eV/A^2): (-1.21683, 4.71182, 8.80500)
TRANSLATION: step, midpoint (A), |F| (eV/A), C (eV/A^2)
  0 (-0.40000, 0.10000, 0.10000) 1.695e+00 -1.21663
  1 (-0.18138, -0.06312, -0.10145) 9.338e-01 -1.26738
  2 (-0.10051, -0.02368, 0.06222) 5.646e-01 -1.80522
  3 (-0.05005, -0.01093, -0.03800) 3.536e-01 -1.59425
  5 (0.00654, 0.01000, -0.01357) 1.344e-01 -1.66740
 10 (0.04461, 0.02307, 0.00160) 1.305e-02 -1.69298
 20 (0.05004, 0.02503, 0.00063) 1.691e-04 -1.68745
 50 (0.05013, 0.02506, 0.00063) 6.931e-10 -1.68738
total force evaluations = 1477
total rotations = 331
RESULTS
saddle from cubic (A): (0.050126, 0.025063, 0.000628)
distance of dimer result from it = 4.11e-10 A
minimum reached by plain descent (A): (-1.024120, -0.512060, 0.262206)
barrier from this minimum = 0.603723 eV
saddle Hessian eigenvalues (eV/A^2): (-1.68758, 4.69890, 8.01004)
lowest mode at saddle: (0.94328, 0.33158, 0.01662)
inverted-force rates, saddle (eV/A^2): (-8.01004, -4.69890, -1.68758)
inverted-force rates, minimum (eV/A^2): (-11.45273, -6.66169, 1.80057)
rates at index-two test point (model units): (-2.08310, 0.91690)
step limit 2/M = 0.24969 A^2/eV
error factor: predicted 0.66248, measured 0.66248
best fixed step = 0.20624 A^2/eV, factor 0.65196
sufficient axis error = 6.047 degrees
20-step growth at 0.96 and 1.04 of limit: (0.189, 4.661)
long dimer delta = 0.3 A, axis error = 0.0594 degrees
long-dimer saddle distance = 4.09e-10 A
rotations in eight-dimensional test = 69
done: every assertion held
```
